# Does steam corrode alloys through a higher oxygen pressure than air?: a numerical check

```python
# Result under test: pure steam at pressure P (bar) has equilibrium oxygen
# pressure p(O2) = (K P/2)^(2/3) when weakly dissociated, far below that of air.
# K: constant of H2O = H2 + 1/2 O2, pressures relative to 1 bar.
# alpha: dissociated fraction of H2O.  Internal units: hartree atomic units.
import numpy as np
import mpmath as mp
from numpy.polynomial import polynomial as npoly
from scipy import constants as sc
from scipy.optimize import brentq, fsolve
from pyscf import gto, scf, cc
from pyscf import mp as perturbation
from pyscf.data.elements import MASSES
from pyscf.hessian import thermo

HARTREE = sc.physical_constants['Hartree energy'][0]
BOHR = sc.physical_constants['Bohr radius'][0]
EV = HARTREE / sc.e
ANG = BOHR / sc.angstrom
KB = sc.k / HARTREE
BAR = 1e5 * BOHR**3 / HARTREE
AMU = sc.atomic_mass / sc.m_e
M_H, M_O = MASSES[1] * AMU, MASSES[8] * AMU


def mean_field(atoms, spin, basis):
    mol = gto.M(atom=atoms, spin=spin, basis=basis, unit='Bohr', verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def mp2_corr(mf, frozen):
    solver = perturbation.MP2(mf, frozen=frozen or None)
    solver.kernel()
    return float(solver.e_corr)


def ccsdt_corr(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen or None)
    solver.kernel()
    assert solver.converged
    triples = solver.ccsd_t() if mf.mol.nelectron > 2 else 0.0
    return float(solver.e_corr + triples)


def mp2_total(atoms, spin, frozen):
    mf = mean_field(atoms, spin, 'cc-pvdz')
    return mf.e_tot + mp2_corr(mf, frozen)


def composite_energy(atoms, spin, frozen):
    small = mean_field(atoms, spin, 'cc-pvdz')
    large = mean_field(atoms, spin, 'cc-pvtz')
    c2, c3 = mp2_corr(small, frozen), mp2_corr(large, frozen)
    higher = ccsdt_corr(small, frozen) - c2
    limit = (27 * c3 - 8 * c2) / 19
    return large.e_tot + limit + higher, large.e_tot + c3 + higher, large


def diatomic(a, b, guess, spin, frozen, sigma, degeneracy):
    def atoms(r):
        return [[a, (0, 0, 0)], [b, (0, 0, r)]]
    x = 0.05 * np.arange(-2, 3)
    e = np.array([mp2_total(atoms(guess + d), spin, frozen) for d in x])
    curve = np.poly1d(np.polyfit(x, e - e[2], 4))
    roots = curve.deriv().roots
    roots = roots[abs(roots.imag) < 1e-8].real
    shift = roots[np.argmin(abs(roots))]
    assert abs(shift) < 0.1
    r = guess + shift
    ma, mb = [M_H if s == 'H' else M_O for s in (a, b)]
    reduced = ma * mb / (ma + mb)
    omega = np.sqrt(curve.deriv(2)(shift) / reduced)
    energy, triple_zeta, _ = composite_energy(atoms(r), spin, frozen)
    return dict(E=energy, ETZ=triple_zeta, m=ma + mb, w=np.array([omega]),
                rot=np.array([1 / (2 * reduced * r * r)]), sigma=sigma,
                g=degeneracy, r=r)


def water_xy(r1, r2, angle):
    s, c = np.sin(angle / 2), np.cos(angle / 2)
    return np.array([[0, 0], [r1 * s, r1 * c], [-r2 * s, r2 * c]])


def water_atoms(r1, r2, angle):
    return [[s, (p[0], p[1], 0.0)]
            for s, p in zip('OHH', water_xy(r1, r2, angle))]


def water_internal(flat):
    p = np.reshape(flat, (3, 2))
    u, v = p[1] - p[0], p[2] - p[0]
    a, b = np.linalg.norm(u), np.linalg.norm(v)
    return np.array([a, b, np.arccos(u @ v / (a * b))])


def water_structure(energy, r0, angle0):
    """Minimum and harmonic modes from an energy surface in bond coordinates."""
    x, y = np.meshgrid([-0.06, -0.02, 0.02, 0.06], [-0.06, 0, 0.06],
                       indexing='ij')
    x, y = x.ravel(), y.ravel()
    e = np.array([energy(water_atoms(r0 + a, r0 + a, angle0 + b))
                  for a, b in zip(x, y)])
    coef = np.linalg.solve(npoly.polyvander2d(x, y, [3, 2]),
                           e - e.min()).reshape(4, 3)
    dx, dy = npoly.polyder(coef, axis=0), npoly.polyder(coef, axis=1)
    q = fsolve(lambda z: [npoly.polyval2d(z[0], z[1], dx),
                          npoly.polyval2d(z[0], z[1], dy)], [0.0, 0.0])
    assert max(abs(q)) < 0.12
    r, angle = r0 + q[0], angle0 + q[1]
    exx = npoly.polyval2d(q[0], q[1], npoly.polyder(dx, axis=0))
    exy = npoly.polyval2d(q[0], q[1], npoly.polyder(dx, axis=1))
    eyy = npoly.polyval2d(q[0], q[1], npoly.polyder(dy, axis=1))
    d = 0.03
    anti = (energy(water_atoms(r + d, r - d, angle))
            - energy(water_atoms(r, r, angle))) / d**2
    frr, fcross, fbend = (exx / 2 + anti) / 2, (exx / 2 - anti) / 2, exy / 2
    force = np.array([[frr, fcross, fbend], [fcross, frr, fbend],
                      [fbend, fbend, eyy]])
    flat = water_xy(r, r, angle).ravel()
    b = np.array([(water_internal(flat + h) - water_internal(flat - h)) / 2e-4
                  for h in 1e-4 * np.eye(6)]).T
    weights = np.repeat([M_O, M_H, M_H], 2)**-0.5
    hess = (b.T @ force @ b) * np.outer(weights, weights)
    return r, angle, np.sqrt(np.linalg.eigvalsh(hess)[-3:])


# Water modes: own surface method against the analytic Hartree-Fock Hessian.
rh, ah, wh = water_structure(
    lambda a: mean_field(a, 0, 'cc-pvdz').e_tot, 1.79, 1.83)
mf_check = mean_field(water_atoms(rh, rh, ah), 0, 'cc-pvdz')
analysis = thermo.harmonic_analysis(mf_check.mol, mf_check.Hessian().kernel())
reference = np.sort(np.real(analysis['freq_wavenumber']))[-3:]
wavenumber = wh * HARTREE / (sc.h * sc.c * 100)
assert np.allclose(wavenumber, reference, rtol=0.01)

H2 = diatomic('H', 'H', 1.42, 0, 0, 2, 1)
O2 = diatomic('O', 'O', 2.32, 2, 2, 2, 3)
OH = diatomic('O', 'H', 1.84, 1, 1, 1, 4)
rw, aw, ww = water_structure(lambda a: mp2_total(a, 0, 1), 1.82, 1.79)
ew, ew_tz, mf_water = composite_energy(water_atoms(rw, rw, aw), 0, 1)
pos = water_xy(rw, rw, aw)
mass = np.array([M_O, M_H, M_H])
pos = pos - mass @ pos / mass.sum()
ix, iy = mass @ pos[:, 1]**2, mass @ pos[:, 0]**2
H2O = dict(E=ew, ETZ=ew_tz, m=mass.sum(), w=ww, sigma=2, g=1, r=rw,
           rot=1 / (2 * np.array([ix, iy, ix + iy])))

# Additivity of the coupled-cluster correction, checked directly for water.
additivity = (mf_water.e_tot + ccsdt_corr(mf_water, 1) - ew_tz) * EV
assert abs(additivity) < 0.15


def q_rot(s, T):
    if len(s['rot']) == 1:
        return KB * T / (s['sigma'] * s['rot'][0])
    return np.sqrt(np.pi * (KB * T)**3 / np.prod(s['rot'])) / s['sigma']


def q_vib(s, T):
    return np.prod(1 / -np.expm1(-s['w'] / (KB * T)))


def mu0(s, T):
    kt = KB * T
    q = (s['m'] * kt / (2 * np.pi))**1.5 * kt / BAR
    return (s['E'] + s['w'].sum() / 2
            - kt * np.log(q * q_rot(s, T) * q_vib(s, T) * s['g']))


def enthalpy(s, T):
    kt = KB * T
    rotation = 1.0 if len(s['rot']) == 1 else 1.5
    return (s['E'] + s['w'].sum() / 2 + (2.5 + rotation) * kt
            + np.sum(s['w'] / np.expm1(s['w'] / kt)))


def ln_k(T):
    return -(mu0(H2, T) + mu0(O2, T) / 2 - mu0(H2O, T)) / (KB * T)


def reaction_h(T):
    return enthalpy(H2, T) + enthalpy(O2, T) / 2 - enthalpy(H2O, T)


def dissociation(lnk, P):
    def mismatch(la):
        return (1.5 * la + 0.5 * np.log(P) - np.log(-np.expm1(la))
                - 0.5 * np.log(2 + np.exp(la)) - lnk)
    return np.exp(brentq(mismatch, -80, -1e-12, xtol=1e-13))


def steam_o2(lnk, P):
    a = dissociation(lnk, P)
    return P * a / (2 + a)


def trace_o2(lnk, steam, excess_h2=0.0, k_oh=0.0):
    """Oxygen pressure with added gas; excess_h2 is added H2 minus 2 added O2."""
    def balance(lo):
        o = np.exp(lo)
        h = np.exp(lnk) * steam / np.sqrt(o)
        oh = k_oh * steam / np.sqrt(h)
        return h - 2 * o - oh / 2 - excess_h2
    return np.exp(brentq(balance, -120, 10, xtol=1e-12))


T, P, AIR = 873.0, 250.0, 0.21
kt = KB * T
lk = ln_k(T)
alpha = dissociation(lk, P)
po2 = steam_o2(lk, P)

# Translation, rotation and vibration against explicit sums over levels.
box = 1e-6 / BOHR
n = np.arange(1, 200001)
level_sum = np.exp(-(n * np.pi / box)**2 / (2 * H2['m'] * kt)).sum()
assert abs(level_sum / (box * np.sqrt(H2['m'] * kt / (2 * np.pi))) - 1) < 1e-3
J = np.arange(400)
boltz_h = (2 * J + 1) * np.exp(-J * (J + 1) * H2['rot'][0] / kt)
sum_h2 = (boltz_h[::2].sum() + 3 * boltz_h[1::2].sum()) / 4
rot_error_h2 = sum_h2 / q_rot(H2, T) - 1
assert abs(rot_error_h2 - H2['rot'][0] / (3 * kt)) < 3e-3
boltz_o = (2 * J + 1) * np.exp(-J * (J + 1) * O2['rot'][0] / kt)
assert abs(boltz_o[1::2].sum() / q_rot(O2, T) - 1) < 5e-3
X, Y, Z = H2O['rot']
sum_water = 0.0
for j in range(61):
    k = np.arange(-j, j + 1)
    jj = j * (j + 1)
    matrix = np.diag((X + Y) / 2 * (jj - k**2) + Z * k**2)
    if j > 0:
        kk = k[:-2]
        off = (X - Y) / 4 * np.sqrt((jj - kk * (kk + 1.0))
                                    * (jj - (kk + 1.0) * (kk + 2)))
        matrix = matrix + np.diag(off, 2) + np.diag(off, -2)
    sum_water += (2 * j + 1) * np.exp(-np.linalg.eigvalsh(matrix) / kt).sum()
rot_error_water = sum_water / 2 / q_rot(H2O, T) - 1
assert abs(rot_error_water) < 0.02
vib_sum = np.prod([np.exp(-np.arange(500) * w / kt).sum() for w in H2O['w']])
assert np.isclose(vib_sum, q_vib(H2O, T), rtol=1e-10)


# Mass-action solution against direct minimization of the Gibbs energy.
def gibbs_alpha(lnk, pressure):
    mp.mp.dps = 60

    def gibbs(la):
        a = mp.exp(la)
        amounts = [1 - a, a, a / 2]
        total = sum(amounts)
        return -a * mp.mpf(lnk) + sum(
            m * mp.log(m * pressure / total) for m in amounts)
    lo, hi = mp.mpf(-60), mp.mpf('-0.000001')
    ratio = (mp.sqrt(5) - 1) / 2
    for _ in range(90):
        left, right = hi - ratio * (hi - lo), lo + ratio * (hi - lo)
        if gibbs(left) < gibbs(right):
            hi = right
        else:
            lo = left
    return float(mp.exp((lo + hi) / 2))


assert np.isclose(gibbs_alpha(lk, P), alpha, rtol=1e-8)
hot_alpha = dissociation(ln_k(3500.0), 1.0)
assert hot_alpha > 0.05
assert np.isclose(gibbs_alpha(ln_k(3500.0), 1.0), hot_alpha, rtol=1e-8)

# Weak-dissociation law, pressure exponent and temperature dependence.
weak = (np.exp(lk) * P / 2)**(2 / 3)
assert np.isclose(weak, po2, rtol=1e-5)
exponent = np.log(po2 / steam_o2(lk, 1.0)) / np.log(P)
assert abs(exponent - 2 / 3) < 1e-5
slope = (np.log(steam_o2(ln_k(T + 0.5), P))
         - np.log(steam_o2(ln_k(T - 0.5), P)))
assert np.isclose(slope * KB * T**2, 2 * reaction_h(T) / 3, rtol=1e-4)
assert np.isclose(trace_o2(lk, P), po2, rtol=1e-5)

# Rough measured reaction enthalpy, 2.5 eV, serves only as an accuracy check.
h298 = reaction_h(298.15) * EV
assert abs(h298 - 2.5) < 0.2
shifted = steam_o2(lk + 0.2 / (kt * EV), P)
assert shifted < AIR / 1000

# Effects outside the pure, ideal, three-species model.
feed_o2 = 100e-9 * H2O['m'] / O2['m'] * P
with_o2 = trace_o2(lk, P, -2 * feed_o2)
with_h2 = trace_o2(lk, P, 1e-6 * P)
assert with_h2 < po2 < with_o2 < AIR


def oh_constant(temp):
    return np.exp(-(mu0(OH, temp) + mu0(H2, temp) / 2 - mu0(H2O, temp))
                  / (KB * temp))


oh_change = trace_o2(lk, P, 0, oh_constant(T)) / trace_o2(lk, P) - 1
lk_hot = ln_k(1473.0)
oh_hot = (trace_o2(lk_hot, 1.0, 0, oh_constant(1473.0))
          / trace_o2(lk_hot, 1.0) - 1)
critical_T, critical_P = 647.0, 221.0
reduced_T, reduced_P = critical_T / T, P / critical_P
phi = np.exp(reduced_P * (reduced_T / 8 - 27 * reduced_T**2 / 64))
nonideal = steam_o2(lk, P * phi) / po2

# Driving force for a model oxide by the O2 route and by the H2O route.
gain = 5.0
drive_steam = gain + kt * EV * np.log(po2)
drive_air = gain + kt * EV * np.log(AIR)
p_h2, p_h2o = 2 * po2, P * (1 - alpha) / (1 + alpha / 2)
standard = (2 * mu0(H2, T) + mu0(O2, T) - 2 * mu0(H2O, T)) * EV
drive_water = gain - standard + 2 * kt * EV * np.log(p_h2o / p_h2)
assert np.isclose(drive_water, drive_steam, atol=1e-6)
threshold = np.exp(-gain / (kt * EV))
assert threshold < po2 < AIR

print(f"H2 bond length: {H2['r'] * ANG:.3f} angstrom")
print(f"O2 bond length: {O2['r'] * ANG:.3f} angstrom")
print(f"H2O bond length: {rw * ANG:.3f} angstrom")
print(f"H2O angle: {np.degrees(aw):.1f} degrees")
print(f"H2 vibrational quantum: {H2['w'][0] * EV:.3f} eV")
print(f"O2 vibrational quantum: {O2['w'][0] * EV:.3f} eV")
print("H2O vibrational quanta:", np.round(ww * EV, 3), "eV")
dE = (H2['E'] + O2['E'] / 2 - H2O['E']) * EV
dE_tz = (H2['ETZ'] + O2['ETZ'] / 2 - H2O['ETZ']) * EV
dZ = (H2['w'].sum() + O2['w'].sum() / 2 - ww.sum()) / 2 * EV
print(f"Electronic reaction energy per H2O: {dE:.3f} eV")
print(f"Same without basis extrapolation: {dE_tz:.3f} eV")
print(f"Zero-point change per H2O: {dZ:.3f} eV")
print(f"CCSD(T) additivity error, H2O: {additivity:.3f} eV")
print(f"Reaction enthalpy at 298.15 K: {h298:.3f} eV")
print(f"Example temperature: {T:.0f} K; kT: {kt * EV:.5f} eV")
print(f"Example steam pressure: {P:.0f} bar")
print(f"Reaction enthalpy at 873 K: {reaction_h(T) * EV:.3f} eV")
print(f"Standard reaction free energy, 873 K: {-lk * kt * EV:.3f} eV")
print(f"ln K at 873 K: {lk:.3f}; K: {np.exp(lk):.3e}")
print(f"Dissociated fraction: {alpha:.3e}")
print(f"O2 pressure in pure steam: {po2:.3e} bar")
print(f"H2 pressure in pure steam: {p_h2:.3e} bar")
print(f"Weak-dissociation O2 pressure: {weak:.3e} bar")
print(f"O2 pressure in air at 1 bar: {AIR:.2f} bar")
print(f"Air/steam O2 pressure ratio: {AIR / po2:.3e}")
print(f"Pressure exponent from full solution: {exponent:.6f}")
print("Pure steam at 1 bar: T (K), fraction, O2 pressure (bar)")
for temp in (773, 873, 1073, 1273, 1473):
    value = ln_k(float(temp))
    pressure = steam_o2(value, 1.0)
    assert pressure < AIR
    print(f"  {temp}  {dissociation(value, 1.0):.3e}  {pressure:.3e}")
print(f"Dissociated fraction, 3500 K test, 1 bar: {hot_alpha:.3f}")
print(f"O2 pressure if reaction energy 0.2 eV lower: {shifted:.3e} bar")
print(f"O2 added by 100 ppb mass in feed: {feed_o2:.3e} bar")
print(f"O2 pressure with that impurity: {with_o2:.3e} bar")
print(f"O2 pressure with 1 ppm mole H2: {with_h2:.3e} bar")
print(f"Relative O2 change from OH, 873 K, 250 bar: {oh_change:.3e}")
print(f"Relative O2 change from OH, 1473 K, 1 bar: {oh_hot:.3e}")
print(f"Rough critical point: {critical_T:.0f} K, {critical_P:.0f} bar")
print(f"Steam fugacity coefficient estimate: {phi:.3f}")
print(f"O2 pressure factor from steam fugacity: {nonideal:.3f}")
print(f"Quantum rotation correction, H2: {100 * rot_error_h2:.2f} %")
print(f"Quantum rotation correction, H2O: {100 * rot_error_water:.2f} %")
print(f"Model oxide free-energy gain per O2: {gain:.1f} eV")
print(f"Model oxide dissociation pressure: {threshold:.3e} bar")
print(f"Driving force in steam, O2 route: {drive_steam:.3f} eV per O2")
print(f"Driving force in steam, H2O route: {drive_water:.3f} eV per O2")
print(f"Driving force in air: {drive_air:.3f} eV per O2")
print("all good")
```

Running it gives:

```
H2 bond length: 0.754 angstrom
O2 bond length: 1.232 angstrom
H2O bond length: 0.965 angstrom
H2O angle: 101.9 degrees
H2 vibrational quantum: 0.558 eV
O2 vibrational quantum: 0.176 eV
H2O vibrational quanta: [0.207 0.478 0.493] eV
Electronic reaction energy per H2O: 2.756 eV
Same without basis extrapolation: 2.643 eV
Zero-point change per H2O: -0.266 eV
CCSD(T) additivity error, H2O: -0.025 eV
Reaction enthalpy at 298.15 K: 2.523 eV
Example temperature: 873 K; kT: 0.07523 eV
Example steam pressure: 250 bar
Reaction enthalpy at 873 K: 2.578 eV
Standard reaction free energy, 873 K: 2.083 eV
ln K at 873 K: -27.687; K: 9.453e-13
Dissociated fraction: 1.926e-09
O2 pressure in pure steam: 2.408e-07 bar
H2 pressure in pure steam: 4.816e-07 bar
Weak-dissociation O2 pressure: 2.408e-07 bar
O2 pressure in air at 1 bar: 0.21 bar
Air/steam O2 pressure ratio: 8.721e+05
Pressure exponent from full solution: 0.666667
Pure steam at 1 bar: T (K), fraction, O2 pressure (bar)
  773  6.345e-10  3.172e-10
  873  1.214e-08  6.068e-09
  1073  8.684e-07  4.342e-07
  1273  1.648e-05  8.242e-06
  1473  1.419e-04  7.093e-05
Dissociated fraction, 3500 K test, 1 bar: 0.335
O2 pressure if reaction energy 0.2 eV lower: 1.417e-06 bar
O2 added by 100 ppb mass in feed: 1.408e-05 bar
O2 pressure with that impurity: 1.411e-05 bar
O2 pressure with 1 ppm mole H2: 8.937e-13 bar
Relative O2 change from OH, 873 K, 250 bar: -1.512e-02
Relative O2 change from OH, 1473 K, 1 bar: -8.843e-02
Rough critical point: 647 K, 221 bar
Steam fugacity coefficient estimate: 0.854
O2 pressure factor from steam fugacity: 0.900
Quantum rotation correction, H2: 3.29 %
Quantum rotation correction, H2O: 0.52 %
Model oxide free-energy gain per O2: 5.0 eV
Model oxide dissociation pressure: 1.365e-29 bar
Driving force in steam, O2 route: 3.854 eV per O2
Driving force in steam, H2O route: 3.854 eV per O2
Driving force in air: 4.883 eV per O2
all good
```
